# The one-loop photon ghost and its removal by Redmond's dispersive construction: test program

```python
# Result under test: the one-loop resummed photon propagator
#   G(z) = 1/(z(1-Pi(z))),  z = Q^2 = -q^2 in units of m^2 (hbar = c = 1),
# has a pole at spacelike z = Lam2 with residue -Z < 0.  The dispersive (Redmond)
# propagator G_R = 1/z + int ds sigma(s)/(s+z) equals G + Z/(z-Lam2), and the
# added term vanishes faster than any power of alpha.
# Pi = alpha*P;  on the cut z = -s, s > 4:  |Im P| = R(s)/3,
# sigma = alpha R/(3 pi s |1-Pi|^2).  Couplings: alpha*z*G and alpha*z*G_R.
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

PI = np.pi
NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)


def P(z):
    """Closed form of Pi/alpha in the cut plane."""
    b = np.sqrt(1 + 4 / z)
    return (-5/3 + 4/z + (1 - 2/z) * b * np.log((b + 1)**2 * z / 4)) / (3*PI)


def P_feynman(z):
    """Pi/alpha from the Feynman-parameter integral."""
    return quad(lambda x: 2/PI * x*(1-x) * np.log(1 + x*(1-x)*z), 0, 1,
                epsabs=1e-13, epsrel=1e-12)[0]


def cut(t):
    """1/s, R and Re P on the cut, with s = 4 exp(t^2)."""
    e = np.exp(-t*t) / 4
    v = np.sqrt(-np.expm1(-t*t))
    R = (1 + 2*e) * v
    re = (-5/3 - 4*e + R * (2*np.log1p(v) + t*t)) / (3*PI)
    return e, R, re


def cut_integral(f, z):
    """Integral over ds/s of f(1/s, R, Re P), for f falling like z/s."""
    tmax = np.sqrt(np.log(1 + abs(z)) + 40)
    t = (NODES + 1) * tmax / 2
    return np.sum(WEIGHTS * tmax/2 * 2*t * f(*cut(t)))


def weight(R, re, alpha):
    """s*sigma(s)."""
    return alpha*R/(3*PI) / ((1 - alpha*re)**2 + (alpha*R/3)**2)


def zG(z, alpha):
    return 1 / (1 - alpha*P(z))


def zG_redmond(z, alpha):
    return 1 + cut_integral(
        lambda e, R, re: weight(R, re, alpha) * z*e/(1 + z*e), z)


def ghost(alpha):
    """Pole position, and Z from the dispersion integral for z dPi/dz."""
    L = brentq(lambda y: alpha*P(np.exp(y)) - 1, 1, 3*PI/alpha + 5,
               xtol=1e-13, rtol=1e-14)
    z = np.exp(L)
    slope = alpha/(3*PI) * cut_integral(
        lambda e, R, re: R * z*e/(1 + z*e)**2, z)
    return z, 1/slope


# --- pair cut from explicit Dirac matrices against the Feynman integral
s2 = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
      np.array([[1, 0], [0, -1]], complex)]
gam = [np.kron(s2[2], np.eye(2))] + [np.kron(1j*s2[1], a) for a in s2]
metric = [1, -1, -1, -1]


def slash(p):
    return sum(metric[i]*p[i]*gam[i] for i in range(4))


for s in (5.0, 12.0, 90.0):
    v = np.sqrt(1 - 4/s)
    E = np.sqrt(s)/2
    k = E*v*np.array([0.6, 0.0, 0.8])
    p1, p2 = np.r_[E, k], np.r_[E, -k]
    tr = -sum(metric[i]*np.trace((slash(p1) + np.eye(4)) @ gam[i]
              @ (slash(p2) - np.eye(4)) @ gam[i]) for i in range(4)).real
    assert abs(tr - 4*(s + 2)) < 1e-9*s
    im_trace = 4*PI * tr * v/(8*PI) / (6*s)
    im_feyn = quad(lambda x: 2*x*(1-x), (1-v)/2, (1+v)/2)[0]
    assert abs(im_trace - im_feyn) < 1e-10
    t = np.sqrt(np.log(s/4))
    assert abs(cut(t)[1]/3 - im_feyn) < 1e-10

# --- closed form, Feynman integral and dispersion integral agree
for z in (1.0, 10.0, 100.0, 1e4):
    disp = cut_integral(lambda e, R, re: R * z*e/(1 + z*e), z)/(3*PI)
    assert abs(P(z) - P_feynman(z)) < 1e-10
    assert abs(P(z) - disp) < 1e-10
z = 1e4
assert abs(3*PI*P_feynman(z) - (np.log(z) - 5/3 + 6/z)) < 1e-5

# --- ghost pole for the model coupling
alpha = 1.0
Lam2, Z = ghost(alpha)
assert abs(alpha*P_feynman(Lam2) - 1) < 1e-9
estimate = np.exp(3*PI/alpha + 5/3)
assert abs(Lam2 - (estimate - 6)) < 0.1
ring = Lam2*(1 + 0.3*np.exp(2j*PI*np.arange(64)/64))
residue = np.mean(zG(ring, alpha)/ring * (ring - Lam2))
assert residue.real < 0 and abs(residue + Z) < 1e-8*Z
print("Units: hbar = c = 1, m = electron mass")
print(f"model coupling alpha = {alpha:.1f}")
print(f"ghost position Lam2 = {Lam2:.3f} m^2")
print(f"estimate exp(3pi/alpha+5/3) = {estimate:.3f} m^2")
print(f"ghost residue of G (contour) = {residue.real:.6f}")
print(f"Z from slope of Pi = {Z:.6f};  3pi/alpha = {3*PI/alpha:.6f}")

# --- dispersive propagator = G + ghost subtraction, real and complex z
for z in (-3+0j, -50+30j, 1e5j, 2e4-7e4j, 10+0j, 1e3+0j, 1e6+0j, 1e9+0j):
    lhs = zG_redmond(z, alpha)
    rhs = zG(z, alpha) + Z*z/(z - Lam2)
    assert abs(lhs - rhs) < 1e-8*abs(lhs), (z, lhs, rhs)

# --- sum rule, monotonic growth, value at the former pole


def density(t):
    e, R, re = cut(t)
    return 2*t*weight(R, re, alpha)


total = (quad(density, 0, 12, limit=300, epsabs=1e-11)[0]
         + quad(density, 12, np.inf, limit=300, epsabs=1e-11)[0])
assert abs(1 + total - Z) < 1e-6*Z
grid = np.array([zG_redmond(z, alpha) for z in np.logspace(-2, 14, 80)])
assert np.all(np.diff(grid) > 0) and grid[0] > 1 and grid[-1] < Z
at_pole = alpha*zG_redmond(Lam2, alpha)
assert abs(at_pole/(1.5*PI) - 1) < 1e-3
print(f"1 + integral of sigma = {1+total:.6f}")
print("Q^2 (m^2) | one-loop coupling | Redmond coupling")
for z in (10.0, 1e3, 1e4, 1e6, 1e12):
    print(f"  {z:.0e} | {alpha*zG(z, alpha):.6f} | "
          f"{alpha*zG_redmond(z, alpha):.6f}")
print(f"Redmond coupling at Lam2 = {at_pole:.6f};  3pi/2 = {1.5*PI:.6f}")
print(f"Redmond coupling at infinity = {alpha*Z:.6f};  3pi = {3*PI:.6f}")

# --- expanding sigma in alpha gives the coefficients P^n of z*G
for z in (10.0, 100.0):
    for n in (1, 2, 3, 4):
        coeff = cut_integral(lambda e, R, re:
                             ((re + 1j*R/3)**n).imag/PI * z*e/(1 + z*e), z)
        assert abs(coeff - P(z)**n) < 1e-10

# --- the perturbation series sums to G, not to G_R
z = 100.0
full, red = zG(z, alpha), zG_redmond(z, alpha)
print(f"At Q^2 = {z:.0f} m^2, alpha = 1: Pi = {alpha*P(z):.6f}")
print(f"  Q^2 G = {full:.8f};  Q^2 G_R = {red:.8f}")
for N in (2, 5, 10, 20):
    part = sum((alpha*P_feynman(z))**n for n in range(N + 1))
    print(f"  series to order {N}: sum-Q^2G = {part-full:.3e}, "
          f"sum-Q^2G_R = {part-red:.3e}")
assert abs(part - full) < 1e-8 and abs(part - red) > 1e-3

# --- added term against alpha: faster than any power
alphas = (1.0, 0.7, 0.5)
added = []
print("Added term G_R-G at Q^2 = 100 m^2, in 1/m^2")
for a in alphas:
    l2, za = ghost(a)
    measured = (zG_redmond(z, a) - zG(z, a))/z
    assert abs(measured/(za/(z - l2)) - 1) < 1e-6
    law = -3*PI/a*np.exp(-3*PI/a - 5/3)
    assert abs(measured/law - 1) < 3*z/l2
    added.append(abs(measured))
    print(f"  alpha = {a:.1f}: integral minus G = {measured:.5e}, "
          f"leading law = {law:.5e}")
powers = [np.log(added[i]/added[i+1])/np.log(alphas[i]/alphas[i+1])
          for i in range(2)]
assert powers[1] > powers[0] + 2
print(f"effective power of alpha, 1.0 to 0.7: {powers[0]:.2f}")
print(f"effective power of alpha, 0.7 to 0.5: {powers[1]:.2f}")

# --- physical alpha, electron loop only
mp.mp.dps = 40
a0 = mp.mpf(constants.fine_structure)


def P_mp(L):
    z = mp.exp(L)
    b = mp.sqrt(1 + 4/z)
    return (-mp.mpf(5)/3 + 4/z
            + (1 - 2/z)*b*(2*mp.log((b + 1)/2) + L))/(3*mp.pi)


L0 = mp.findroot(lambda L: a0*P_mp(L) - 1, (1200, 1400), solver="secant")
assert abs(L0 - (3*mp.pi/a0 + mp.mpf(5)/3)) < mp.mpf(10)**-20
Z0 = 1/(a0*mp.diff(P_mp, L0))
assert abs(Z0*a0/(3*mp.pi) - 1) < mp.mpf(10)**-8
m_gev = constants.m_e*constants.c**2/constants.e/1e9
log_ratio = float(L0/(2*mp.log(10)))
log_added = float((mp.log(Z0) - L0)/mp.log(10))
print(f"physical alpha: 1/alpha = {float(1/a0):.6f}")
print(f"  log10(Lam/m) = {log_ratio:.3f}")
print(f"  log10(Lam/GeV) = {log_ratio+np.log10(m_gev):.3f}")
print(f"  Z = {float(Z0):.3f}")
print(f"  log10 of |G_R-G| m^2 at Q^2 = m^2: {log_added:.2f}")
print("PASS")
```

Output:

```
Units: hbar = c = 1, m = electron mass
model coupling alpha = 1.0
ghost position Lam2 = 65601.457 m^2
estimate exp(3pi/alpha+5/3) = 65607.456 m^2
ghost residue of G (contour) = -9.425640
Z from slope of Pi = 9.425640;  3pi/alpha = 9.424778
1 + integral of sigma = 9.425640
Q^2 (m^2) | one-loop coupling | Redmond coupling
  1e+01 | 1.129265 | 1.127828
  1e+03 | 2.255955 | 2.110050
  1e+04 | 5.011834 | 3.316619
  1e+06 | -3.459812 | 6.627575
  1e+12 | -0.569832 | 8.855808
Redmond coupling at Lam2 = 4.713251;  3pi/2 = 4.712389
Redmond coupling at infinity = 9.425640;  3pi = 9.424778
At Q^2 = 100 m^2, alpha = 1: Pi = 0.317829
  Q^2 G = 1.46590891;  Q^2 G_R = 1.45151894
  series to order 2: sum-Q^2G = -4.706e-02, sum-Q^2G_R = -3.267e-02
  series to order 5: sum-Q^2G = -1.511e-03, sum-Q^2G_R = 1.288e-02
  series to order 10: sum-Q^2G = -4.901e-06, sum-Q^2G_R = 1.439e-02
  series to order 20: sum-Q^2G = -5.154e-11, sum-Q^2G_R = 1.439e-02
Added term G_R-G at Q^2 = 100 m^2, in 1/m^2
  alpha = 1.0: integral minus G = -1.43900e-04, leading law = -1.43654e-04
  alpha = 0.7: integral minus G = -3.61439e-06, leading law = -3.61428e-06
  alpha = 0.5: integral minus G = -2.31856e-08, leading law = -2.31856e-08
effective power of alpha, 1.0 to 0.7: 10.33
effective power of alpha, 0.7 to 0.5: 15.01
physical alpha: 1/alpha = 137.035999
  log10(Lam/m) = 280.815
  log10(Lam/GeV) = 277.523
  Z = 1291.534
  log10 of |G_R-G| m^2 at Q^2 = m^2: -558.52
PASS
```
